# A scissor correction need not fix a localized defect level

## Definitions and conventions

Consider an isolated point defect in a semiconductor, such as implantation may leave behind, with the atoms held fixed. Its positive state has $N$ electrons and total energy $E_+$; its neutral state has $N+1$ electrons and total energy $E_0$. The charge-transition level is

$$L=E_0-E_+ .$$

When the electron chemical potential (the Fermi level) $\mu$ lies above $L$, the neutral state is favoured. The host valence and conduction edges are $\varepsilon_v$ and $\varepsilon_c$, and the gap is $G=\varepsilon_c-\varepsilon_v$. All energies refer to one common zero. In a real solid this is an aligned electrostatic potential; without it, an absolute shift of $L$ has no meaning.

Two electronic functionals are joined by a parameter $\alpha$:

$$E_\alpha=T+E_H+\alpha E_x^{\rm ex}+(1-\alpha)E_x^{\rm loc}.$$

Here $T$ includes the external potential, $E_H$ is the Hartree energy, and the last two terms are exact and local exchange. The value $\alpha=0$ is called local, and $\alpha=0.25$ hybrid. The symbol $\delta$ means the hybrid value minus the local value, with $\delta_v=\delta\varepsilon_v$ and $\delta_c=\delta\varepsilon_c$.

## The belief and its appeal

A local functional often gives too small a gap. A scissor correction repairs it by moving the host valence states by $\delta_v$ and the conduction states by $\delta_c$:

$$S=\delta_vP_v+\delta_cP_c ,$$

where $P_v$ and $P_c$ project on the two sets of host states. The belief is that this also repairs the defect levels. A defect orbital $d$ can be expanded in host states, so to first order its eigenvalue moves by

$$\langle d|S|d\rangle=w_v\delta_v+w_c\delta_c,\qquad w_v+w_c=1,$$

with $w_v=\langle d|P_v|d\rangle$ and $w_c=\langle d|P_c|d\rangle$. The weights add to one when the host states span the space that contains $d$. A level of conduction character should then rise with the conduction edge.

The algebra is correct for the operator $S$. The unsupported step is the assumption that changing the functional acts on the defect as $S$ does.

## What moves the transition level

For each charge state, let the orbitals make $E_\alpha$ stationary. When $\alpha$ changes, the energy changes explicitly through $\alpha$ and implicitly through the orbitals. The implicit part vanishes to first order because the energy is stationary. Therefore

$$\frac{dE_\alpha}{d\alpha}=X,\qquad X=E_x^{\rm ex}-E_x^{\rm loc},$$

evaluated on the self-consistent state at that $\alpha$. Subtracting the two charge states and integrating gives

$$\delta L=\int_0^{0.25}\left[X_0(\alpha)-X_+(\alpha)\right]d\alpha .$$

This holds if each charge state can be followed continuously along the path. The level shift is set by how exchange differs between two charge states of the defect. The edge shifts follow from the same rule applied to a different change of density, that of an electron added to or removed from a spread-out host state. Nothing makes the two results equal.

Eigenvalues must be kept apart from $L$. Let the defect orbital hold a fraction $f$ of an electron. Differentiating the energy with respect to $f$ again leaves only the explicit dependence, which is the expectation value of the one-electron Hamiltonian in that orbital:

$$\frac{dE}{df}=\varepsilon_d(f),\qquad L=\int_0^1\varepsilon_d(f)\,df .$$

This is Janak's theorem and its integral. In a host of $M$ cells, a spread-out electron changes each site density by order $1/M$. Its eigenvalue then changes by order $1/M$ during filling, and the edge eigenvalue becomes the addition or removal energy as $M$ grows, provided the added electron or hole stays spread out. For a localized orbital the density change stays finite, so $\varepsilon_d(0)$, $\varepsilon_d(1)$ and $L$ in general remain different, however large the host.

## A model in which the terms can be seen

Take a ring of alternating sites A, nearly filled, and B, nearly empty. Let $n_{i\sigma}$ be the electron number of spin $\sigma$ on site $i$, $n_i$ the sum over spins, and $U_i$ the on-site repulsion. The interaction terms are

$$E_H=\tfrac12\sum_iU_in_i^2,\quad
E_x^{\rm ex}=-\tfrac12\sum_{i\sigma}U_in_{i\sigma}^2,\quad
E_x^{\rm loc}=-\tfrac12\sum_{i\sigma}U_in_{i\sigma}^{4/3}.$$

The power $4/3$ imitates local-density exchange. The prefactor is chosen so that both exchange energies agree for a full spin orbital, $n_{i\sigma}=1$. A real local functional achieves this agreement at best approximately. Differentiation with respect to $n_{i\sigma}$ gives the site potential

$$V_{i\sigma}=U_in_i-\alpha U_in_{i\sigma}-(1-\alpha)\tfrac23U_in_{i\sigma}^{1/3}.$$

**The isolated defect orbital.** With bare energy $e_d$, repulsion $U_d$ and a single electron of occupation $f$,

$$E(f)=e_df+\tfrac12U_df^2-\tfrac{\alpha}{2}U_df^2-\tfrac{1-\alpha}{2}U_df^{4/3}.$$

At $f=1$ the interaction terms sum to $\tfrac12U_d[1-\alpha-(1-\alpha)]=0$, and $E(0)=0$. Hence $L=e_d$ for every $\alpha$. The filled eigenvalue is the slope at $f=1$:

$$\varepsilon_d(1)=e_d+U_d-\alpha U_d-\tfrac23(1-\alpha)U_d
=e_d+\tfrac{1-\alpha}{3}U_d .$$

It falls as $\alpha$ rises, while $L$ stays still. This limit also shows where the description fails. If $e_d+(1-\alpha)U_d/3$ exceeds $\varepsilon_c$, the electron gains energy by spilling into the conduction band, and the localized neutral state cannot be followed.

**The band edges.** In the pristine ring each site has an energy, bare plus $V$, called $a$ on A and $b$ on B. With nearest-neighbour hopping $-t$, the Bloch Hamiltonian at phase $k$ per cell has diagonal entries $a,b$ and an off-diagonal entry $-t(1+e^{-ik})$, whose modulus is $2t|\cos(k/2)|$. Its eigenvalues are

$$\varepsilon_\pm(k)=\frac{a+b}{2}\pm\sqrt{\frac{(b-a)^2}{4}+4t^2\cos^2\frac k2}.$$

The bands are closest at $k=\pi$, where the coupling vanishes. Thus $\varepsilon_v=a$, $\varepsilon_c=b$ and $G=b-a$: the edges are the site energies themselves.

The lower-band weight on A is $\tfrac12[1+(G/2)/\sqrt{G^2/4+4t^2\cos^2(k/2)}]$. Dividing numerator and denominator by $G/2$ and averaging over $k$, with $x=k/2$, gives the density per spin

$$n_A=\frac12+\frac1\pi\int_0^{\pi/2}\frac{dx}{\sqrt{1+(16t^2/G^2)\cos^2x}},\qquad n_B=1-n_A .$$

This density and the potentials determine the gap self-consistently. At fixed densities,

$$\frac{\partial\varepsilon_v}{\partial\alpha}=-U\left(n_A-\tfrac23n_A^{1/3}\right),\qquad
\frac{\partial\varepsilon_c}{\partial\alpha}=-U\left(n_B-\tfrac23n_B^{1/3}\right).$$

The bracket changes sign at $n=(2/3)^{3/2}\approx0.54$. A nearly filled A site therefore pulls the valence edge down, and a nearly empty B site pushes the conduction edge up. The densities then readjust, which the numbers below include.

## The number that refutes the belief

The ring has 20 cells. The bare energies of A and B are $-7.0$ and $3.2$ eV, $t=0.7$ eV and $U=6.0$ eV. One B site is replaced by a deep centre with $e_d=1.2$ eV, $U_d=2.0$ eV and hopping of magnitude $0.2$ eV to its neighbours. For each charge state, the Hamiltonian matrix is diagonalized repeatedly until the site densities reproduce themselves. The results, in eV, are:

| Quantity | Local | Hybrid | Shift |
|---|---:|---:|---:|
| $\varepsilon_v$ | −0.009 | −0.226 | −0.217 |
| $\varepsilon_c$ | 2.515 | 2.731 | +0.216 |
| $L$ | 1.325 | 1.295 | −0.030 |
| empty $\varepsilon_d$ | 0.992 | 1.057 | +0.064 |
| filled $\varepsilon_d$ | 1.913 | 1.750 | −0.163 |

The edges in the table are eigenvalues of the periodic host. They equal addition and removal energies only for a carrier that stays spread out, which is not established for this ring: with periodicity imposed and the local functional, the addition energy at 80 cells lies 0.013 eV below $\varepsilon_c$, the sign that favours localization. The gap opens from 2.523 to 2.957 eV, and the edges move by about seven times as much as $L$. Measured from the valence edge, $L$ rises from 1.333 to 1.521 eV, but this rise comes entirely from the edge, which falls by 0.217 eV while the level itself falls by 0.030 eV.

The two defect eigenvalues move in opposite directions. Their integral over filling, not either endpoint, is the transition level. The plain average of the endpoint shifts, $(0.064-0.163)/2\approx-0.05$ eV, already shows the partial cancellation; it differs from $-0.030$ eV because $\varepsilon_d(f)$ is not linear in $f$. With the defect hopping set to zero and all else held fixed, $L$ is 1.200 eV for both functionals. The remaining shift of $-0.030$ eV is thus due to the coupling to the host.

Now apply $S$ to the neutral defect, identifying the replaced site with the B site of the host. The deep orbital has $w_v=0.027$ and $w_c=0.973$, so

$$0.027(-0.217)+0.973(0.216)\approx+0.204\ {\rm eV}.$$

Diagonalizing with the full operator gives $+0.206$ eV. The filled eigenvalue actually moves by $-0.163$ eV, so the scissor has the wrong sign. Used as a correction to $L$, it is too high by $0.206-(-0.030)=0.236$ eV relative to the hybrid result. The operator registers that the orbital resembles a conduction state. It does not register that the orbital is filled and carries its own exchange. Filling is not the only cause of the failure, however: for the empty level the first-order scissor shift is $+0.21$ eV, while the computed one is $+0.064$ eV.

## When a scissor rule works, or seems to

Replace the deep centre by an ordinary B site whose bare energy is lowered by 0.2 eV. With the local functional this binds an empty state 0.032 eV below the conduction edge. Its eigenvalue rises by 0.207 eV, close to the edge shift of 0.216 eV.

The reason follows from the edge formula. Changing the functional moves the host site energies by $\delta_v$ on A and $\delta_c$ on B. An orbital made from conduction states near $k=\pi$ lies mainly on B, so to first order it moves by nearly $\delta_c$, apart from the changed response near the impurity. The site is of the host kind, the state is empty and the level is shallow. Depth matters: if the bare energy is lowered by 1.0 eV instead of 0.2 eV, the empty level lies 0.43 eV below the local conduction edge and rises by only 0.13 eV. The repulsion matters too: a site with 2.0 eV instead of 6.0 eV, its bare energy adjusted to keep the level 0.032 eV deep, gives a rise of only 0.14 eV. A shallow level alone is thus no guarantee. The shallow state already has 37% of its weight on the central site, so it need not be very extended for the rule to work well. The deep centre has a different repulsion and, when neutral, a filled orbital. This comparison concerns an eigenvalue; the transition level of the shallow state would also need its filled energy.

Another rule keeps the level at the same fraction $x=(L-\varepsilon_v)/G$ of the gap. Its predicted shift is

$$\delta_v+x(\delta_c-\delta_v).$$

For the deep centre $x=1.333/2.523\approx0.53$, and the prediction is about $+0.01$ eV, only 0.04 eV from the computed shift. This agreement does not confirm the rule. The expression vanishes at $x=-\delta_v/(\delta_c-\delta_v)\approx0.50$, so a nearly stationary level near midgap agrees with the rule whatever holds it there. Changing $e_d$ tests the rule elsewhere in the gap. With $e_d=0.8$ eV, $x$ is 0.39 and both the rule and the full calculation give about $-0.05$ eV. With $e_d=1.6$ eV, $x$ is 0.67 and the rule predicts $+0.07$ eV, whereas $L$ moves by $-0.014$ eV.

## Consequences for annealing and migration

At temperature $T$, the statistical weight of a charge state with $N_q$ electrons is proportional to $\exp[-(E_q-\mu N_q)/kT]$. Dividing the positive weight by the neutral one gives

$$\frac{[+]}{[0]}=g\exp\left(\frac{L-\mu}{kT}\right),$$

where $g$ is the ratio of degeneracies. At 1200 K, $kT=0.1034$ eV. With $\mu$ and $g$ held fixed, the scissor error multiplies this ratio by $\exp(0.236/0.1034)\approx10$. If charge exchange is fast compared with hopping, the diffusivity is the average of the charge-state diffusivities with these weights. It changes by the full factor only when one charge state is a small minority and yet carries most of the transport: it is multiplied by the factor if that state is the positive one, and divided by it if it is the neutral one.

The barriers raise a separate question. Let $m$ denote the stable site and $s$ the saddle point. The barrier in charge state $q$ is $B_q=E_q^s-E_q^m$, so

$$B_+-B_0=(E_+^s-E_0^s)-(E_+^m-E_0^m)=L^m-L^s .$$

A rigid shift of both levels cancels from this difference. A change of functional cancels only if it moves $L^m$ and $L^s$ equally, which the integral for $\delta L$ does not require.

## How far the model reaches

The gap is in the rough regime of a wide-gap ionic semiconductor. The bands are not typical: the local valence bandwidth is $\sqrt{G^2/4+4t^2}-G/2\approx0.6$ eV, whereas widths of several eV are common in real solids. The nearly stationary $L$ also depends on the prefactor chosen for local exchange. For the hydrogen 1s orbital, spin-polarized local exchange is only 86% of the exact value. With the model's local term scaled by 0.86, the valence edge, the conduction edge and $L$ move by $-0.320$, $+0.120$ and $-0.095$ eV: $L$ moves more, but still follows neither edge.

The model also omits long-range polarization and lattice relaxation. Both lower $E_+$, and they raise $L$ if the neutral state gains less. The estimates below neglect the neutral gain.

Write $C=e^2/4\pi\epsilon_0\approx1.44$ eV nm. For a charge in a cavity of radius $R=0.25$ nm and relative permittivity $\epsilon=5$, the polarization energy $(C/2R)(1-1/\epsilon)$ is 2.30 eV. Suppose that $\epsilon-1$ varies as the inverse square of a mean gap of 8 eV, which opens by as much as the band gap. Then $\epsilon$ falls to 4.60, and this term shifts $L$ by $-0.050$ eV.

For relaxation, take six neighbours of charge $2e$ at $r=0.20$ nm, each held by a spring $\kappa=1000$ eV/nm². The force on each is $F=2C/(\epsilon r^2)$, and the energy gained, $6F^2/2\kappa$, is 0.62 eV. The same change of $\epsilon$ raises it by 0.113 eV.

Together these rough changes add $+0.06$ eV to $\delta L$, enough to reverse its sign, but the sum is fragile. With springs twice as stiff it nearly vanishes. The two estimates also treat screening differently: the neighbours lie inside the cavity, where the first has no dielectric, yet the second screens the force on them by the full $\epsilon$. An unscreened force would not change with $\epsilon$, and only the $-0.050$ eV would remain. Neither the sign nor the size of the small shift is therefore a forecast for a material. For added changes between $+0.06$ and $-0.05$ eV, the scissor error lies between about 0.17 and 0.29 eV and the population factor between about 5 and 16, so on these estimates the level still follows neither edge.

Two further effects matter in practice. In a periodic calculation with a cubic cell 1 nm wide and $\epsilon=5$, the image-charge energy of the positive state is about 0.41 eV and must be corrected before its level is compared with experiment or with other cells. Between two functionals in the same cell most of it cancels, but if $\epsilon$ falls from 5 to 4.60 about 0.04 eV remains, as much as the computed shift of $L$. An assumed gap narrowing of 0.4 meV/K removes 0.36 eV between 300 and 1200 K, nearly as much as the hybrid functional adds. How that narrowing divides between the edges, and what it does to $L$, again has to be calculated for the defect itself.
